Stress tensor of periodic many-body dispersion with Ewald sums and k-points

When a crystal held together partly by dispersion is stretched, the attraction between its atoms resists. In the many-body dispersion (MBD) model the atoms are coupled dipole oscillators, and the attraction is the lowering of their zero-point energy. The resisting stress is the strain derivative of that energy, divided by the volume. In a crystal the dipole coupling is an infinite sum, evaluated partly in real space and partly in reciprocal space at each k-point, and strain changes all of these ingredients together.

Atomic units are used, with energies quoted in millihartree (mHa) and stresses in GPa. A strain ε moves every point r to (1+ε)r. The stress is σ_ab = (1/V) dE/dε_ab, so a positive diagonal element means tension.

**1. Two oscillators**

Oscillator i has static polarizability α_i and frequency ω_i. Two of them at separation d are coupled by

T⁰_cd = −∂_c∂_d(1/d) = δ_cd/d³ − 3d_c d_d/d⁵.

In mass-weighted coordinates the squared mode frequencies are the eigenvalues of

C_ij = ω_i² δ_ij + s_i s_j T_ij, s_i = ω_i√α_i,

and the interaction energy is

E = ½ Tr C^{1/2} − (3/2) Σ_i ω_i.

All eigenvalues of C must be positive; otherwise the coupled dipoles are unstable and the model has no ground state.

To differentiate, put S = C^{1/2}, so that S² = C and S dS + dS S = dC. Multiply by S⁻¹ and take the trace. Each term on the left gives Tr dS, hence

dE = ½ Tr dS = ¼ Tr[P dC], P = C^{-1/2}.

No eigenvector is differentiated, so degenerate modes cause no difficulty.

Limit: weak coupling. Along and across d the problem splits into 2×2 blocks with off-diagonal element m = s₁s₂t, where t = −2/d³ once and 1/d³ twice. The two frequencies Ω₁, Ω₂ of a block obey

(Ω₁+Ω₂)² = ω₁² + ω₂² + 2√(ω₁²ω₂² − m²) ≈ (ω₁+ω₂)² − m²/(ω₁ω₂).

Half the change of Ω₁+Ω₂ is therefore −m²/[4ω₁ω₂(ω₁+ω₂)]. Since Σt² = 6/d⁶ and s₁²s₂² = ω₁²ω₂²α₁α₂,

E ≈ −C₆/d⁶, C₆ = (3/2) α₁α₂ ω₁ω₂/(ω₁+ω₂),

which is London's result. Strain changes d by δd = d_a d_b ε_ab/d, so dE/dε_ab = 6C₆ d_a d_b/d⁸. This is tension along the bond, as it should be for an attraction.

**2. The lattice**

At short range the dipole coupling is damped, T⁰ → f T⁰, with

f = 1/(1 + exp[−a(d/S_ij − 1)]), S_ij = β(R_i + R_j).

Damping limits the tension found above. At weak coupling the pair energy is proportional to −(f/d³)², and d ln f/d ln d = a(1−f)d/S_ij, which equals a/2 at d = S_ij. For a = 6 this is 3, so the damped pair energy has its minimum near d = S_ij, and a pair somewhat closer than that pushes apart instead of pulling together.

For a crystal, let d = r_i − r_j + L, with L a lattice vector, and define

T_ij(k) = Σ_L f T⁰(d) e^{−ik·d},

leaving out L = 0 when i = j. Each k then has its own Hermitian matrix C(k) and energy E_k, and the energy per cell is their mean:

E = (1/N_k) Σ_k E_k, dE/dε_ab = (1/N_k) Σ_k ¼ Tr[P(k) dC(k)/dε_ab].

For now α, ω and R are held fixed, as are the fractional coordinates of atoms and k-points. The vectors therefore change as

d → (1+ε)d, k → (1+ε)^{−T}k, G → (1+ε)^{−T}G.

The products k·d and G·d do not change, so no phase factor contributes to the derivative. What remains is

∂d_c/∂ε_ab = δ_ca d_b, ∂q_c/∂ε_ab = −δ_cb q_a, ∂V/∂ε_ab = V δ_ab, with q = G + k.

**3. Splitting the sum**

The terms of T fall off only as d⁻³, so a direct sum converges slowly. Write 1/d = erfc(γd)/d + erf(γd)/d. For the first part define b₀ = erfc(γd)/d and b_{n+1} = −b_n′/d. Then

d² b_{n+1} = (2n+1) b_n + c_{n+1} e^{−γ²d²}, c_n = (2γ²)ⁿ/(γ√π).

For n = 0 this is direct differentiation. If it holds for n, apply −(1/d)∂/∂d to both sides: the left gives −2b_{n+1} + d²b_{n+2}, the right gives (2n+1)b_{n+1} + 2γ²c_{n+1}e^{−γ²d²}. This is the same relation for n+1.

Since ∂_d b₀ = −b₁d_d, the short-range tensor is −∂_c∂_d b₀ = b₁δ_cd − b₂d_c d_d. Damping is a short-range correction too, so the real-space kernel is

W_cd = b₁δ_cd − b₂d_c d_d + (f−1)T⁰_cd.

The smooth part erf(γd)/d has the Fourier transform (4π/q²)e^{−q²/4γ²}, and −∂_c∂_d becomes multiplication by q_c q_d. By Poisson summation, with the Bloch phase shifting G to q = G + k, it contributes

Σ_G K_cd(q) e^{iG·(r_i−r_j)}, K_cd = (4π/V)(q_c q_d/q²) e^{−q²/4γ²}.

For i = j this includes the unwanted L = 0 term. Near zero, erf(γd)/d = (2γ/√π)(1 − γ²d²/3 + …), whose −∂_c∂_d is 4γ³δ_cd/(3√π). That amount is subtracted from T_ii.

**4. Strain derivatives of the parts**

Real space. The chain rule gives (∂_a W_cd) d_b for each term. With the abbreviation

Y_acd = d_a δ_cd + d_c δ_ad + d_d δ_ac,

the gradient is

∂_aW_cd = −b₂Y_acd + b₃d_a d_c d_d + (f′d_a/d)T⁰_cd + (f−1)(−3Y_acd/d⁵ + 15d_a d_c d_d/d⁷),

where f′ = a f(1−f)/S_ij.

Reciprocal space. The volume gives −δ_ab K_cd, and the change of q gives −q_a ∂K_cd/∂q_b. Because

∂(e^{−q²/4γ²}/q²)/∂q_b = −2q_b (1/q² + 1/4γ²) e^{−q²/4γ²}/q²,

the result is

dK_cd/dε_ab = (4π/V)(e^{−q²/4γ²}/q²) × [−δ_ab q_c q_d − δ_bc q_a q_d − δ_bd q_a q_c + 2q_a q_b q_c q_d (1/q² + 1/4γ²)].

The vector in this formula is q = G + k throughout, not G. The self term depends on γ alone. The complete T does not depend on γ, so γ may be held fixed during the strain, and the self term then contributes nothing.

Limit: uniform dilation without damping. The bare tensor scales as length⁻³, so Σ_a dT/dε_aa must equal −3T. Setting a = b and summing in the reciprocal formula gives

−3K − 2K + 2K(1 + q²/4γ²) = −3K + Kq²/(2γ²) = −3K + γ∂K/∂γ.

The real-space kernel with f = 1 equals γ³ times a function of γd, so d·∇W = −3W + γ∂W/∂γ. The self term, proportional to γ³, obeys 0 = −3(self) + γ∂(self)/∂γ. Adding the three gives −3T + γ∂T/∂γ, and the last term vanishes for the complete sum.

Every term of the lattice sum is traceless, so the energy of first order in T, which contains only Tr T_ii, vanishes. For weak coupling E is therefore quadratic in T, and this scaling gives Σ_a dE/dε_aa = −6E, the lattice form of the d⁻⁶ law.

**5. Symmetry belongs to the sum**

Let the strain be a small rotation, an antisymmetric matrix A. A part X of the coupling then changes by AX − XA, where A acts on the Cartesian index of every atom. Its energy change is

¼ Tr[P(AX − XA)] = ¼ Tr[A(XP − PX)].

For one Ewald part this need not vanish. For the complete coupling X may be replaced by C, because the diagonal blocks ω_i² commute with A; and C commutes with P. The total dE/dε_ab is thus symmetric, while its real-space and reciprocal parts separately need not be.

**6. What the moving k-points contribute**

Suppose the Cartesian k-points were held fixed instead. By the chain rule, the derivative would lack

κ_ab = −(1/N_k) Σ_k k_a ∂E_k/∂k_b.

This k response is already contained in section 4 and must not be added again. In general it does not vanish even on a dense mesh. Write k = Σ_i x_i b_i with −½ < x_i < ½, where a_i and b_i are the direct and reciprocal cell vectors. Then ∂x_j/∂k_b = (a_j)_b/2π, and the zone average requires ∫x_i ∂E_k/∂x_j d³x. For i ≠ j this is zero by periodicity. For i = j, integration by parts gives F_i − Ē, where F_i is the mean of E_k over the face x_i = ½ and Ē the mean over the zone. Hence

κ_ab → −Σ_i (F_i − Ē)(b_i)_a(a_i)_b/2π.

The reason is that a fixed box of k-points is no longer one whole zone of the strained crystal. The value of κ depends on the box chosen: moving some of the points from k to k + G leaves ∂E_k/∂k_b unchanged but alters k_a. Shifting the whole box by one G changes nothing, because the mean of ∂E_k/∂k_b over the zone is zero. The total derivative at fixed fractional k does not depend on this choice.

**7. The zone centre**

As k → 0, the G = 0 term tends to 4πk̂_c k̂_d/V, which depends on direction: it is the macroscopic field of a long dipole wave. At k = 0 a convention is needed. Omitting the term means no macroscopic field. Averaging over directions gives 4πδ_cd/(3V), which corresponds to summation over a growing sphere. If the summation region remains a sphere during the strain, the derivative of this term is −δ_ab times itself.

The choice matters already at first order. There P ≈ 1/ω_i on the diagonal, and the energy is ¼Σ_i ω_iα_i Tr T_ii. Each term of the spherical sum is traceless, so this vanishes. Without the field, Tr T_ii = −4π/V, and a spurious-looking energy −(π/V)Σ_iω_iα_i appears at this one k-point. A shifted mesh with an even number of points along each axis avoids k = 0.

**8. A worked cell**

The model cell has a₁ = (7.5, 0, 0), a₂ = (1, 7, 0), a₃ = (0.5, 1.5, 8) bohr and V = 420 bohr³. It represents no particular material. Oscillator 1 sits at the origin with α = 12 bohr³, ω = 0.5 hartree, R = 3.5 bohr; oscillator 2 at fractions (0.45, 0.55, 0.40) with α = 8 bohr³, ω = 0.6 hartree, R = 3.2 bohr. Damping uses β = 0.8 and a = 6. On a shifted 4×4×4 mesh the lowest mode frequency is 0.464 hartree, so C is positive definite at every mesh point, and E = −4.267 mHa per cell.

With γ = 0.25 bohr⁻¹, the xx derivative is

1.475 (real) + 3.596 (reciprocal) = 5.072 mHa,

up to rounding. With γ = 0.33 bohr⁻¹ it is −2.359 + 7.431 = 5.072 mHa. Even the sign of the real-space part depends on the splitting, so neither part has a physical meaning alone. At γ = 0.25 bohr⁻¹ the real-space xz and zx elements are −0.14022 and −0.13994 mHa; in the total both are −0.23793 mHa.

The finite-strain derivative uses energies alone, recomputed in deformed cells:

dE/dε ≈ {8[E(h) − E(−h)] − [E(2h) − E(−2h)]}/(12h), h = 0.002.

The independent elements, in mHa, are:

xx: analytic 5.071503, finite strain 5.071503
yy: analytic 5.279360, finite strain 5.279360
zz: analytic 4.985815, finite strain 4.985815
xy: analytic 0.316273, finite strain 0.316273
xz: analytic −0.237927, finite strain −0.237927
yz: analytic 0.490099, finite strain 0.490099

Over all nine elements the largest difference is 2.5×10⁻¹² hartree, about 5×10⁻¹⁰ of a diagonal element. The extra digits serve this comparison, not the accuracy of the model.

A simpler difference, [E(h) − E(−h)]/(2h), has a leading error proportional to h². Along the general strain η with rows (0.6, 0.3, −0.2), (0.1, −0.5, 0.4), (0.2, −0.3, 0.7), its error relative to the analytic slope is 0.761, 0.190 and 0.048 microhartree for h = 0.02, 0.01 and 0.005. Each halving divides it by four, so the difference tends to the analytic slope.

These energies still use the Ewald sum. A separate route sums f T⁰e^{−ik·d} directly, under the smooth cutoff ½erfc[(d − 110)/26] with d in bohr, and differentiates the resulting energy with h = 0.005. At fractional k = (¼, ¼, ¼) both routes give a slope along η of 4.353 mHa.

At k = 0 with the spherical convention both give −1.510 mHa; without the macroscopic field the Ewald slope is 70.68 mHa. The first-order energy of section 7 explains most of this gap. It equals −π(6.0 + 4.8)/420 = −0.0808 hartree and varies as 1/V, so its slope is 0.0808 Tr η = 0.0808 × 0.8 hartree, or 64.6 mHa out of 72.2 mHa. Higher orders in the coupling supply the rest.

For the k response, the slope along η on the 4×4×4 mesh is 4.069 mHa, but 4.375 mHa if the Cartesian k-points of the box in section 6 are frozen. This is an error of 7.5% relative to the correct slope; like κ, its size and sign depend on the box chosen (the box 0 ≤ x_i < 1 gives 3.74 mHa, an error of −8.0%). The diagonal elements κ_xx = −0.880 and κ_yy = −1.206 mHa also allow a trial of the dense-mesh formula. In this cell it predicts

κ_yx = −0.143κ_xx + 0.143κ_yy = −0.047 mHa,

since in the dense limit κ_xx = −(F₁ − Ē) and κ_yy = −(F₂ − Ē), while (b₃)_y = 0, (b₁)_y(a₁)_x/2π = −60/420 and (b₂)_y(a₂)_x/2π = 60/420. The value computed on the mesh is −0.047 mHa. This agreement tests only that the terms with i ≠ j drop out. The face means themselves give κ_xx = −0.824 and κ_yy = −1.131 mHa, so the 4×4×4 values are still about 7% from the dense limit.

The stress follows on division by V, with 1 hartree/bohr³ = 29421 GPa:

σ_xx = 0.0050715/420 × 29421 = 0.355 GPa.

Likewise σ_yy = 0.370, σ_zz = 0.349, σ_xy = 0.022, σ_xz = −0.017 and σ_yz = 0.034 GPa. The mean tension is 0.358 GPa, a pressure of −0.358 GPa: dispersion pulls the cell inward.

The trace of dE/dε is 15.34 mHa, or 3.6 times |E|, not the 6 of the weak, undamped limit. Damping accounts for nearly all of the difference: without damping the ratio is 5.94 at the full α, while with damping it is 3.70 even when α is reduced a hundredfold.

Meshes of 2³, 4³, 6³ and 8³ points give mean stresses of 0.318, 0.358, 0.359 and 0.359 GPa. Single components move more than the mean: on the 8³ mesh σ_xx, σ_yy, σ_zz and σ_xy are 0.357, 0.372, 0.348 and 0.023 GPa and E = −4.272 mHa, so the 4³ components are converged only to about 0.003 GPa. With the box of section 6, the k response within them is −0.110, −0.060, −0.058 and −0.057 GPa. It approaches slowly the nonzero value −0.056 GPa that the face formula of section 6 gives.

**9. When the oscillators respond to strain**

If α and R are derived from the electron density, they depend on strain. Let a relative atomic volume v_i, equal to 1 in the unstrained cell, set α_i ∝ v_i and R_i ∝ v_i^{1/3} at fixed ω_i. Define

τ_ij = (1/4N_k) Σ_k s_i s_j Σ_cd P_{jd,ic} T_{ic,jd},

and ρ_ij in the same way with T replaced by ∂T/∂S_ij, for which ∂f/∂S_ij = −a f(1−f)d/S_ij². Each α_i enters s_i as a square root, and each R_i enters S_ij with factor β. Counting both orders of every pair gives

∂E/∂v_i = Σ_j Re τ_ij + (2βR_i/3) Σ_j Re ρ_ij,

dE/dε_ab = (dE/dε_ab at fixed v) + Σ_i (∂E/∂v_i)(dv_i/dε_ab).

In the example ∂E/∂v₁ = −2.763 and ∂E/∂v₂ = −2.349 mHa. Choosing dv₁/dε_xx = 0.5 and dv₂/dε_xx = 0.4 as illustrative responses,

dE/dε_xx = 5.072 − 1.382 − 0.940 = 2.750 mHa,

so σ_xx drops from 0.355 to 0.193 GPa. Atoms that swell on stretching bind more strongly here, which offsets part of the loss from greater distance. If this response is omitted, the result is not the full strain derivative of the dispersion energy.

With self-consistent screening, α and ω themselves come from a coupled calculation that depends on the geometry, and the damping radii are usually rescaled with the screened α. The strain derivatives of α, ω and R must then all enter by the chain rule; they are not evaluated here. The stress found above is also the dispersion part alone. If dispersion is added after the density has been converged variationally, the stress to add to that of the underlying electronic-structure method comes from the full strain derivative of the dispersion energy, including the response of α and R to the changing density. If dispersion also acts on the density self-consistently, the total energy is stationary in the density. The density response then cancels between the two parts, so it must be included in both or in neither.
